**Error weights of charged-defect concentrations under neutrality**

For two compensating defects of equal and opposite charge that carry practically all the charge, the program tests c = √(N_D N_A) exp(−E_pair/2kT), where N_D and N_A are site densities and E_pair is the sum of the two formation energies. It asserts agreement, within stated tolerances, with an explicit count of neutral configurations that uses no Fermi level, and with numerical solutions of the neutrality condition. Finite differences of those solutions test the error weights of the formation energies and band edges, including the crossover to carrier-controlled neutrality. Unequal charges and a frozen dopant are tested in the same way. At 1000 K, an error of 0.2 eV in the donor energy changes the donor concentration by a factor of 0.098 at fixed Fermi level and 0.313 under neutrality in the 4 eV gap model. A valence-edge error of the same size has almost no effect in that model, but gives a factor of 0.314 in the 1.2 eV gap model, where carriers dominate. Equal errors in both formation energies give 0.098 under neutrality in the wide-gap model, so in that case nothing is gained.

## Verification by program

```python
"""Result under test: two compensating defects D(+a) and A(-b), with a = b,
have c = sqrt(N_D N_A) exp(-E_pair/2kT) when they carry all the charge.
Band-edge errors then cancel and an error in one formation energy is halved.
Symbols: eD, eA  formation energies at electron chemical potential mu = 0 (eV)
         ev, ec  valence and conduction band edges on the same scale (eV)
         a, b    charge numbers of donor and acceptor defect
         dopant  density of frozen singly negative dopants (cm^-3)
         weight of an energy E in ln c_D:  -kT d(ln c_D)/dE
"""
import numpy as np
from scipy.constants import k, e
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

T = 1000.0
kT = k * T / e
SITES = 2.0e22
NV, NC = 1.0e20, 3.0e19
E_PAIR = 3.0
DELTA = 0.2


def densities(mu, m):
    """Defect and carrier densities at a given chemical potential."""
    cD = SITES * np.exp(-(m["eD"] + m["a"] * mu) / kT)
    cA = SITES * np.exp(-(m["eA"] - m["b"] * mu) / kT)
    p = NV * np.exp(-(mu - m["ev"]) / kT)
    n = NC * np.exp(-(m["ec"] - mu) / kT)
    return cD, cA, p, n


def solve(m):
    """Find mu from charge neutrality numerically."""
    def imbalance(mu):
        cD, cA, p, n = densities(mu, m)
        return (np.log(m["a"] * cD + p)
                - np.log(m["b"] * cA + n + m["dopant"]))
    mu = brentq(imbalance, m["ev"] - 1, m["ec"] + 1, xtol=1e-13)
    return (mu,) + densities(mu, m)


def model(eD, eA, gap, a=1, b=1, dopant=0.0):
    return dict(eD=eD, eA=eA, ev=0.0, ec=gap, a=a, b=b, dopant=dopant)


def shifted(m, **changes):
    new = dict(m)
    for name, change in changes.items():
        new[name] += change
    return new


def weight(m, name, h=1e-4):
    """Error weight by central difference of the numerical solution."""
    up = solve(shifted(m, **{name: h}))[1]
    down = solve(shifted(m, **{name: -h}))[1]
    return -kT * (np.log(up) - np.log(down)) / (2 * h)


def closed_form(m):
    """Donor density for a = b = 1 with carriers, no dopant."""
    D = SITES * np.exp(-m["eD"] / kT)
    A = SITES * np.exp(-m["eA"] / kT)
    P = NV * np.exp(m["ev"] / kT)
    N = NC * np.exp(-m["ec"] / kT)
    return D * np.sqrt((A + N) / (D + P))


def mean_pairs(MD, MA, x):
    """Mean number of pairs from explicit counting; x = E_pair/kT."""
    n = np.arange(0, min(MD, MA, 3000) + 1)

    def log_binomial(M):
        return gammaln(M + 1) - gammaln(n + 1) - gammaln(M - n + 1)
    logw = log_binomial(MD) + log_binomial(MA) - n * x
    return float(np.sum(n * np.exp(logw - logsumexp(logw))))


def count_slope(MD, MA, x, h=1e-3):
    return -(np.log(mean_pairs(MD, MA, x + h))
             - np.log(mean_pairs(MD, MA, x - h))) / (2 * h)


print(f"T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"sites {SITES:.1e}, Nv {NV:.1e}, Nc {NC:.1e} cm^-3")
print(f"E_pair = {E_PAIR:.2f} eV, trial error = {DELTA:.2f} eV")

# Counting of neutral configurations, with no Fermi level anywhere
MD, MA, x = 200000, 100000, 12.0
counted = mean_pairs(MD, MA, x)
predicted = np.sqrt(MD * MA) * np.exp(-x / 2)
slope_large = count_slope(MD, MA, x)
# blocking of sites and number fluctuations give a few parts in a thousand
assert abs(counted / predicted - 1) < 5e-3
assert abs(slope_large - 0.5) < 3e-3
tiny = mean_pairs(100, 100, x)
slope_tiny = count_slope(100, 100, x)
assert tiny < 0.1 and slope_tiny > 0.95
print(f"Counting: {MD} D sites, {MA} A sites, E_pair/kT = {x:.0f}")
print(f"  mean pairs counted {counted:.2f}, formula {predicted:.2f}")
print(f"  weight of E_pair in ln<n>: {slope_large:.4f}")
print(f"  100+100 sites: mean pairs {tiny:.4f}, weight {slope_tiny:.4f}")

# From defect-controlled to carrier-controlled charge balance
half_law = SITES * np.exp(-E_PAIR / (2 * kT))
print(f"Half-pair-energy law: c = {half_law:.4e} cm^-3")
cases = {}
for gap in (4.0, 2.0, 1.2):
    m = model(E_PAIR / 2 - gap / 2, E_PAIR / 2 + gap / 2, gap)
    cases[gap] = m
    mu, cD, cA, p, n = solve(m)
    assert abs(cD / closed_form(m) - 1) < 1e-9
    fD, fA = cD / (cD + p), cA / (cA + n)
    formula = dict(eD=1 - fD / 2, eA=fA / 2,
                   ev=(1 - fD) / 2, ec=(1 - fA) / 2)
    w = {name: weight(m, name) for name in formula}
    for name in formula:
        assert abs(w[name] - formula[name]) < 1e-5
    print(f"Gap {gap:.1f} eV: E_D {m['eD']:.2f}, E_A {m['eA']:.2f}, "
          f"E_F-E_v {mu:.4f} eV")
    print(f"  c_D {cD:.4e}, c_A {cA:.4e} cm^-3")
    print(f"  p {p:.4e}, n {n:.4e} cm^-3")
    print(f"  charge shares f_D {fD:.5f}, f_A {fA:.5f}")
    print(f"  weights E_D {w['eD']:.4f}, E_A {w['eA']:.4f}, "
          f"E_v {w['ev']:.4f}, E_c {w['ec']:.4f}")
wide, narrow = cases[4.0], cases[1.2]
assert abs(solve(wide)[1] / half_law - 1) < 1e-3

# Finite errors: factor by which the donor density changes
errors = [
    ("E_D", dict(eD=DELTA), 0.5),
    ("E_A", dict(eA=DELTA), 0.5),
    ("E_D and E_A", dict(eD=DELTA, eA=DELTA), 1.0),
    ("E_D, minus E_A", dict(eD=DELTA, eA=-DELTA), 0.0),
    ("E_v", dict(ev=DELTA), 0.0),
    ("E_c", dict(ec=DELTA), 0.0),
]
print("Factor on c_D: fixed E_F-E_v | neutral 4.0 eV | neutral 1.2 eV")
mu0, c0 = solve(wide)[:2]
for label, change, neutral_weight in errors:
    bad = shifted(wide, **change)
    fixed = densities(bad["ev"] + mu0, bad)[0] / c0
    neutral = solve(bad)[1] / c0
    assert abs(neutral / np.exp(-neutral_weight * DELTA / kT) - 1) < 1e-3
    bad_narrow = shifted(narrow, **change)
    c_narrow = solve(bad_narrow)[1]
    assert abs(c_narrow / closed_form(bad_narrow) - 1) < 1e-9
    print(f"  {label:15s} {fixed:.4f} | {neutral:.4f} | "
          f"{c_narrow / solve(narrow)[1]:.4f}")

# Other charge numbers, with carriers negligible
for a, b, eD, eA in ((2, 2, -2.5, 5.5), (2, 1, -2.0, 3.2)):
    m = model(eD, eA, 4.0, a, b)
    mu, cD, cA, p, n = solve(m)
    effective = (b * eD + a * eA) / (a + b)
    law = (b / a) ** (a / (a + b)) * SITES * np.exp(-effective / kT)
    wD, wA, wv = (weight(m, name) for name in ("eD", "eA", "ev"))
    # the remaining deviation is the small share of carriers
    assert abs(cD / law - 1) < 1e-3
    assert abs(wD - b / (a + b)) < 1e-3
    assert abs(wA - a / (a + b)) < 1e-3
    assert abs(wv) < 1e-3
    print(f"Charges +{a}/-{b}: E_D {eD:.2f}, E_A {eA:.2f}, "
          f"effective {effective:.4f} eV")
    print(f"  c_D {cD:.4e}, law {law:.4e}, c_A {cA:.4e} cm^-3")
    print(f"  weights E_D {wD:.4f}, E_A {wA:.4f}, E_v {wv:.4f}")

# Frozen dopant breaks the equality of the two defect densities
doped = shifted(wide, dopant=1.0e15)
mu, cD, cA, p, n = solve(doped)
wD, wA = weight(doped, "eD"), weight(doped, "eA")
share = cA / (cD + cA)
assert abs(wD - share) < 1e-3 and abs(wA - share) < 1e-3
print(f"Frozen acceptor dopant {doped['dopant']:.1e} cm^-3, gap 4.0 eV")
print(f"  c_D {cD:.4e}, c_A {cA:.4e} cm^-3")
print(f"  weights E_D {wD:.4f}, E_A {wA:.4f}; c_A/(c_D+c_A) {share:.4f}")

print("done: every assertion held")
```

Running it gives:

```
T = 1000 K, kT = 0.08617 eV
sites 2.0e+22, Nv 1.0e+20, Nc 3.0e+19 cm^-3
E_pair = 3.00 eV, trial error = 0.20 eV
Counting: 200000 D sites, 100000 A sites, E_pair/kT = 12
  mean pairs counted 349.38, formula 350.55
  weight of E_pair in ln<n>: 0.4990
  100+100 sites: mean pairs 0.0596, weight 0.9702
Half-pair-energy law: c = 5.5127e+14 cm^-3
Gap 4.0 eV: E_D -0.50, E_A 3.50, E_F-E_v 2.0000 eV
  c_D 5.5127e+14, c_A 5.5127e+14 cm^-3
  p 8.3261e+09, n 2.4979e+09 cm^-3
  charge shares f_D 0.99998, f_A 1.00000
  weights E_D 0.5000, E_A 0.5000, E_v 0.0000, E_c 0.0000
Gap 2.0 eV: E_D 0.50, E_A 2.50, E_F-E_v 1.0247 eV
  c_D 4.1387e+14, c_A 7.3429e+14 cm^-3
  p 6.8504e+14, n 3.6462e+14 cm^-3
  charge shares f_D 0.37661, f_A 0.66819
  weights E_D 0.8117, E_A 0.3341, E_v 0.3117, E_c 0.1659
Gap 1.2 eV: E_D 0.90, E_A 2.10, E_F-E_v 0.6513 eV
  c_D 3.0397e+14, c_A 9.9974e+14 cm^-3
  p 5.2192e+16, n 5.1497e+16 cm^-3
  charge shares f_D 0.00579, f_A 0.01904
  weights E_D 0.9971, E_A 0.0095, E_v 0.4971, E_c 0.4905
Factor on c_D: fixed E_F-E_v | neutral 4.0 eV | neutral 1.2 eV
  E_D             0.0982 | 0.3133 | 0.0984
  E_A             1.0000 | 0.3134 | 0.9914
  E_D and E_A     0.0982 | 0.0982 | 0.0976
  E_D, minus E_A  0.0982 | 0.9999 | 0.1067
  E_v             0.0982 | 0.9999 | 0.3142
  E_c             1.0000 | 1.0000 | 0.3396
Charges +2/-2: E_D -2.50, E_A 5.50, effective 1.5000 eV
  c_D 5.5127e+14, law 5.5127e+14, c_A 5.5127e+14 cm^-3
  weights E_D 0.5000, E_A 0.5000, E_v 0.0000
Charges +2/-1: E_D -2.00, E_A 3.20, effective 1.4667 eV
  c_D 5.1124e+14, law 5.1129e+14, c_A 1.0226e+15 cm^-3
  weights E_D 0.3334, E_A 0.6667, E_v 0.0001
Frozen acceptor dopant 1.0e+15 cm^-3, gap 4.0 eV
  c_D 1.2442e+15, c_A 2.4425e+14 cm^-3
  weights E_D 0.1641, E_A 0.1641; c_A/(c_D+c_A) 0.1641
done: every assertion held
```
